# Evaluating Tr ln(-G⁻¹) with a static reference and tail

Suppose a self-consistent calculation has produced two solutions at the same temperature and chemical potential. If both describe physical states, the one with the lower grand potential \(\Omega\) is thermodynamically preferred over the other, and the difference may be small. One part of \(\Omega\) is a frequency sum whose terms grow with frequency. Before the two values can be compared, one must decide which logarithm to sum, what to subtract from it, and where to stop.

## The quantity

Set \(\hbar=k_B=1\). With \(\beta=1/T_{\rm temp}\) and \(\omega_n=(2n+1)\pi/\beta\), define

\[
\mathrm{Tr}\,F=\lim_{\eta\to0^+}\frac1\beta\sum_n e^{i\omega_n\eta}\,\mathrm{tr}\,F(i\omega_n),\qquad T=\mathrm{Tr}\ln(-G^{-1}).
\]

Here tr runs over orbitals and \(G^{-1}(z)=z+\mu-h-\Sigma(z)\). The grand potential is

\[
\Omega=\Phi-\mathrm{Tr}\,\Sigma G-T ,\qquad \Sigma=\delta\Phi/\delta G ,
\]

where traces include spin. Elsewhere \(T\) refers to one spin unless stated. Where terms do not decay, the sum at fixed \(\eta\) is taken in the Abel sense: insert \(e^{-\delta|n|}\), sum, then let \(\delta\to0\).

## One level by hand

For one free level at energy \(\xi\), measured from \(\mu\), \(-G^{-1}=\xi-i\omega_n\). We need

\[
L_\eta(\xi)=\frac1\beta\sum_n e^{i\omega_n\eta}\ln(\xi-i\omega_n),\qquad 0<\eta<\beta,
\]

with the principal logarithm. Differentiating removes the logarithm and leaves a simple pole. The Fermi function \(f(z)=1/(e^{\beta z}+1)\) has residue \(-1/\beta\) at each \(i\omega_n\). The integral of \(f(z)e^{z\eta}/(z-x)\) over a large circle vanishes, because the numerator decays as \(e^{-(\beta-\eta)z}\) on the right and \(e^{\eta z}\) on the left. The residues therefore add to zero:

\[
\frac1\beta\sum_n\frac{e^{i\omega_n\eta}}{i\omega_n-x}=e^{x\eta}f(x). \tag{1}
\]

Since \(1/(\xi-i\omega_n)=-1/(i\omega_n-\xi)\), this gives \(L_\eta'(\xi)=-e^{\xi\eta}f(\xi)\).

The integration constant follows from \(\xi\to\infty\). Write \(\ln(\xi-i\omega)=\ln\xi+\ln(1-i\omega/\xi)\). With \(q=e^{2\pi i\eta/\beta}\), the geometric series is

\[
\sum_{n\ge0}e^{i\omega_n\eta}=\frac{e^{i\pi\eta/\beta}}{1-q}=\frac{i}{2\sin(\pi\eta/\beta)}. \tag{2}
\]

It is imaginary, so adding the conjugate from negative frequencies gives zero, and \(\ln\xi\) drops out. For \(a_n=\ln(1-i\omega_n/\xi)\), summing by parts twice leaves \(a_0\), \(a_1-a_0\) and a sum of second differences, with coefficients finite at fixed \(\eta\). The first two vanish as \(\xi\to\infty\). The second differences are bounded by a constant times \(1/(\xi^2+\omega_n^2)\), whose sum falls as \(1/\xi\). Hence \(L_\eta(\infty)=0\), and

\[
L_\eta(\xi)=\int_\xi^\infty e^{x\eta}f(x)\,dx
\;\xrightarrow{\eta\to0^+}\;\ell(\xi)=\frac1\beta\ln(1+e^{-\beta\xi}). \tag{3}
\]

Thus \(\Omega=-\ell(\xi)\) for a free level, as the partition function \(1+e^{-\beta\xi}\) requires.

## A level with a frequency-dependent self-energy

Take one Hubbard site with interaction \(U\) and \(\mu=U/2\). The empty and doubly occupied states have energy 0, and each singly occupied state has energy \(-U/2\). Adding or removing an electron gives poles at \(\pm a\), \(a=U/2\), of equal weight:

\[
G=\frac12\left(\frac1{i\omega-a}+\frac1{i\omega+a}\right)=\frac{i\omega}{(i\omega)^2-a^2},\qquad
G^{-1}=i\omega-\frac{a^2}{i\omega}.
\]

The static self-energy \(U/2\) cancels \(\mu\), so the static reference is a level at \(\xi=0\). Its closed form is \(\ell(0)=\ln2/\beta\). The remaining logarithm is

\[
D=\ln\frac{-i\omega+a^2/(i\omega)}{-i\omega}=\ln\left(1+\frac{a^2}{\omega^2}\right).
\]

It falls as \(\omega^{-2}\), so its sum needs no convergence factor. Call the sum \(C(a)=(2/\beta)\sum_{n\ge0}D(i\omega_n)\). Then

\[
C'(a)=\frac1\beta\sum_n\frac{2a}{\omega_n^2+a^2}
=\frac1\beta\sum_n\left[\frac1{i\omega_n+a}-\frac1{i\omega_n-a}\right].
\]

The combination converges absolutely, so we may insert the factor, apply (1) and let \(\eta\to0\). The result is \(f(-a)-f(a)=\tanh(\beta a/2)\). Since \(C(0)=0\),

\[
T=\frac{\ln2}\beta+\frac2\beta\ln\cosh\frac{\beta a}2. \tag{4}
\]

When \(\beta a\ll1\), the second term is \(\beta a^2/4\). This equals the whole sum of the leading term \(a^2/\omega_n^2\), because \(\sum_{n\ge0}\omega_n^{-2}=\beta^2/8\). When \(\beta a\gg1\), \(T\to a-\ln2/\beta\), and the dynamic part dominates. The reference makes the sum converge; it need not approximate its value.

Equation (4) also equals \(\ell(a)+\ell(-a)-\ell(0)\), because \(\ell(a)+\ell(-a)=(2/\beta)\ln[2\cosh(\beta a/2)]\). The poles of \(G\) enter with a plus sign and its zero, at \(z=0\), with a minus sign.

## Several orbitals: poles and zeros

Let \(G\) have \(m\) orbitals and \(M\) discrete poles, where a pole whose residue matrix has rank \(r\) is counted \(r\) times. Its spectral form is \(G(z)=A(z-X)^{-1}A^\dagger\), where \(X\) is the diagonal matrix of poles measured from \(\mu\). The anticommutators of the orbital operators give \(AA^\dagger=1\). Let the orthonormal columns of \(Q\) span the null space of \(A\). Then \((A^\dagger,Q)\) is unitary, and in this basis

\[
X\to\begin{pmatrix}H_s&V\\V^\dagger&E\end{pmatrix},\quad
H_s=AXA^\dagger,\quad V=AXQ,\quad E=Q^\dagger XQ.
\]

\(G\) is the upper-left block of the resolvent. Eliminating the lower block gives

\[
G^{-1}=z-H_s-\Sigma_c(z),\qquad \Sigma_c=V(z-E)^{-1}V^\dagger=\sum_{k\ge1}\frac{S_k}{z^k},
\]

with Hermitian moments \(S_k=VE^{k-1}V^\dagger\). Comparison with Dyson's equation gives \(H_s=h-\mu+\Sigma_\infty\), where \(\Sigma_\infty\) is the high-frequency limit of \(\Sigma\). The block determinant formula gives

\[
\det(-G^{-1})=\frac{\det(X-z)}{\det(E-z)}. \tag{5}
\]

## Fixing the branch

For \(\omega>0\) and an eigenvalue \(e\) of \(E\), \(\mathrm{Im}\,(i\omega-e)^{-1}=-\omega/(\omega^2+e^2)<0\). If \(u\) is a normalized eigenvector of \(-G^{-1}(i\omega)\) with eigenvalue \(\lambda\), then

\[
\mathrm{Im}\,\lambda=-\omega+\mathrm{Im}\,u^\dagger\Sigma_c(i\omega)u\le-\omega .
\]

No eigenvalue reaches the cut on the negative real axis. The sum of their principal logarithms is therefore continuous for \(\omega>0\), and this is the branch meant by \(\mathrm{tr}\ln\). It tends to \(m(\ln\omega-i\pi/2)\). The combination \(\sum_x\ln(x-i\omega)-\sum_e\ln(e-i\omega)\) is also continuous, has the same exponential by (5), and has the same limit because \(M-(M-m)=m\). The two are equal. Applying (3) term by term gives

\[
T=\sum_x\ell(x)-\sum_e\ell(e). \tag{6}
\]

This closed form requires all poles, so it serves as an independent check rather than as the working method.

The principal logarithm of the determinant is a different function. For two free levels the determinant is

\[
(\xi_1-i\omega)(\xi_2-i\omega)=\xi_1\xi_2-\omega^2-i\omega(\xi_1+\xi_2).
\]

If \(\xi_1+\xi_2<0\), its imaginary part is positive for every \(\omega>0\). The two separate phases add to a value between \(-2\pi\) and \(-\pi\), whereas the principal phase lies between 0 and \(\pi\). The logarithm is thus shifted by \(2\pi i\) at all positive frequencies and by \(-2\pi i\) at all negative ones. By (2), the regulated sum changes by

\[
\frac2\beta\,\mathrm{Re}\left[2\pi i\,\frac{i}{2\sin(\pi\eta/\beta)}\right]
=-\frac{2\pi}{\beta\sin(\pi\eta/\beta)},
\]

which diverges as \(-2/\eta\). With energies in units of a hopping \(t\), take levels \(-1.5\) and \(0.5\) and \(\beta=5/t\). At \(\eta=0.05/t\) the sum of logarithms is \(1.4649\,t\), approaching \(1.5159\,t\) as \(\eta\to0\). The logarithm of the product gives \(-38.5417\,t\). The formula accounts for the difference of \(-40.01\,t\).

## The subtraction

Let \(G_s=(z-H_s)^{-1}\). Since \(-G^{-1}=(H_s-z)(1-G_s\Sigma_c)\), the difference of the two logarithms, on the branch that vanishes at high frequency, is

\[
D(z)=\mathrm{tr}\ln(1-G_s\Sigma_c).
\]

Both \(G_s\) and \(\Sigma_c\) begin at order \(1/z\), so \(D=O(z^{-2})\) and the convergence factor can be dropped. The reference contributes \(\ell(\xi_j)\) for each eigenvalue \(\xi_j\) of \(H_s\). Because \(G(-i\omega)=G(i\omega)^\dagger\), opposite frequencies add to \(2\,\mathrm{Re}\,D\), and the phase cancels:

\[
\boxed{T=\sum_j\ell(\xi_j)+\frac2\beta\sum_{n\ge0}
\left[\ln|\det(-G^{-1})|-\ln|\det(H_s-i\omega_n)|\right]} \tag{7}
\]

The branch mattered in deriving the reference term and in making \(D\) vanish at infinity. Once that is done, the numerical sum needs only absolute values.

The reference must carry the trace of the static self-energy. \(H_s\) does; any other static reference with the same trace gives the same converged sum, but its tail coefficients differ from those derived below. If \(h-\mu\) is used alone, the difference begins with \(-\mathrm{tr}\,\Sigma_\infty/z\). This term is odd and disappears from the paired sum. With the convergence factor, however, (1) at \(x=0\) gives it the value \(-\tfrac12\mathrm{tr}\,\Sigma_\infty\). The paired sum then converges smoothly to a result too large by \(\tfrac12\mathrm{tr}\,\Sigma_\infty\).

## The analytic tail

Insert \(G_s=1/z+H_s/z^2+H_s^2/z^3+\cdots\):

\[
G_s\Sigma_c=\frac{S_1}{z^2}+\frac{S_2+H_sS_1}{z^3}
+\frac{S_3+H_sS_2+H_s^2S_1}{z^4}+\cdots
\]

From \(\ln(1-Y)=-Y-Y^2/2-\cdots\), \(D=c_2/z^2+c_3/z^3+c_4/z^4+\cdots\) with

\[
c_2=-\mathrm{tr}\,S_1,\qquad
c_4=-\mathrm{tr}(S_3+H_sS_2+H_s^2S_1)-\tfrac12\mathrm{tr}\,S_1^2 .
\]

The coefficients are real, so the \(c_3\) term is imaginary at \(z=i\omega\) and cancels in the pair. Also \(z^2=-\omega^2\) and \(z^4=\omega^4\). If the explicit sum contains \(n=0,\ldots,N-1\), the rest is approximated by

\[
\frac2\beta\left[-c_2\left(\frac{\beta}{2\pi}\right)^2\zeta(2,N+\tfrac12)
+c_4\left(\frac{\beta}{2\pi}\right)^4\zeta(4,N+\tfrac12)\right], \tag{8}
\]

where \(\zeta(s,b)=\sum_{k\ge0}(k+b)^{-s}\). For the single site, \(H_s=0\) and \(S_1=a^2\) give \(c_2=-a^2\), \(c_4=-a^4/2\), in agreement with the expansion of \(\ln(1+a^2/\omega^2)\).

A neglected term \(\omega^{-s}\) sums to order \(N^{1-s}\). The error therefore falls as \(N^{-1}\), \(N^{-3}\) or \(N^{-5}\) with zero, one or two tail terms, unless the next coefficient vanishes. The expansion requires \(\omega_N\) to exceed the energies in \(X\), \(H_s\) and \(E\), so at fixed energy scale \(N\) must grow in proportion to \(\beta\). An error in \(c_2\) brings back an \(N^{-1}\) error.

The calculation has four steps:

1. Obtain \(\Sigma_\infty\) and \(S_1,S_2,S_3\), then diagonalize \(H_s\).
2. Add the reference terms \(\ell(\xi_j)\).
3. Sum the differences of \(\ln|\det|\) for \(n<N\).
4. Add (8), and repeat with larger \(N\) to confirm the expected decay.

## Two Hubbard sites

Take site energies \(\pm t/2\), hopping matrix element \(-t\), \(U=4t\), \(\mu=0.5t\) and \(\beta=5/t\). Diagonalizing all 16 Fock states gives the thermal \(G\) of this model without further approximation.

The moments can be found by hand. For spin up, \([c_i,H]=\sum_j(h-\mu)_{ij}c_j+Un_{i\downarrow}c_i\), where \(H\) includes \(-\mu N\). Its mean anticommutator with \(c_j^\dagger\) is \(H_s\), so \(\Sigma_\infty\) is diagonal with entries \(U\langle n_i\rangle\), the density being per spin. Removing this mean part leaves \(U(n_{i\downarrow}-\langle n_i\rangle)c_i\). Its anticommutator with its own adjoint gives \(S_1\), and cross terms between sites vanish. Since \(n^2=n\), the diagonal entries are \(U^2\langle n_i\rangle(1-\langle n_i\rangle)\).

The densities are 0.348521 and 0.468997. Hence \(\Sigma_\infty\) has entries \(4\times0.348521=1.3941\) and \(1.8760\), in units of \(t\), and

\[
c_2=-(3.632865+3.984621)\,t^2=-7.6175\,t^2 .
\]

The eigenvalues of \(H_s\) are \(0.102028\,t\) and \(2.168044\,t\). The parts of (7) are

\[
T=(0.094056+0.955618)\,t=1.049674\,t .
\]

The dynamic part supplies about 91% of the total. The pole-zero formula (6) gives the same value to the nine decimals printed. Without subtraction, the paired sum is \(420\,t\) for \(N=128\) and \(2241\,t\) for \(N=512\).

At \(N=128\) the absolute errors are \(1.5\times10^{-2}t\), \(3.4\times10^{-6}t\) and \(1.8\times10^{-9}t\) with zero, one and two tail terms. The first can be predicted from \(\zeta(2,N+\tfrac12)\simeq1/N\):

\[
\frac2\beta|c_2|\left(\frac\beta{2\pi}\right)^2\frac1N
=\frac{0.4\times7.6175\times0.6333}{128}\,t=0.0151\,t .
\]

Doubling \(N\) from 64 to 128 reduces the errors by factors 2.00, 7.99 and 31.92, close to \(2\), \(2^3\) and \(2^5\).

With \(h-\mu\) as reference, the paired sum converges to \(2.684710\,t\) as \(N\to\infty\) (evaluated at \(N=512\) with the \(\omega^{-2}\) tail for that reference). Subtracting \(\tfrac12\mathrm{tr}\,\Sigma_\infty=1.635036\,t\) restores \(1.049674\,t\). The wrong value shows no sign of divergence, so convergence in \(N\) alone would not reveal it.

## Use in a conserving functional

From here on traces include both spins. Varying \(\mu\) changes \(T\) by

\[
\delta T=\mathrm{Tr}\,G\,\delta(G^{-1})=N_e\,\delta\mu-\mathrm{Tr}\,G\,\delta\Sigma,
\]

since \(\mathrm{Tr}\,G\) is the particle number \(N_e\) by (1). With \(\delta\Phi=\mathrm{Tr}\,\Sigma\,\delta G\), the variation of \(\Omega\) is

\[
\delta\Omega=\mathrm{Tr}\,\Sigma\delta G-\mathrm{Tr}(\Sigma\delta G+G\delta\Sigma)-N_e\delta\mu+\mathrm{Tr}\,G\delta\Sigma=-N_e\,\delta\mu .
\]

This consistency holds when \(\Sigma=\delta\Phi/\delta G\) and Dyson's equation are both satisfied. It also provides a partial test of the numerical \(T\): its derivative at frozen \(\Sigma\) must equal \(N_e\). The test cannot see an error that is independent of \(\mu\) at frozen \(\Sigma\), such as the \(\tfrac12\mathrm{tr}\,\Sigma_\infty\) offset of a bare reference or a missing \(c_2\) tail term. The derivative and the thermal average both give 1.635036. That this number equals \(\tfrac12\mathrm{tr}\,\Sigma_\infty/t\) above is an accident of the parameters: the latter is \(UN_e/(4t)\), and \(U=4t\).

The same stationarity explains the form of \(\Omega\). Scale the interaction \(W\) by \(\lambda\). A skeleton diagram of order \(k\) has \(2k\) Green's-function lines, so \(\mathrm{Tr}\,\Sigma_kG=2k\Phi_k\) and \(\lambda\,\partial\Phi/\partial\lambda|_G=\tfrac12\mathrm{Tr}\,\Sigma G\). The equation of motion gives \(\mathrm{Tr}\,\Sigma G=\sum_i\langle c_i^\dagger[c_i,\lambda W]\rangle=2\lambda\langle W\rangle\) for a two-body interaction. Therefore \(d\Omega/d\lambda=\langle W\rangle\), as required, and at \(\lambda=0\) the functional reduces to the free result \(-T\). This argument assumes that the skeleton series applies along the path.

For the two sites, \(\Omega=-1.95832\,t\), \(\mathrm{Tr}\,\Sigma G=0.78806\,t\) and \(T=2.09935\,t\). Solving for \(\Phi\) gives

\[
\Phi=\Omega+\mathrm{Tr}\,\Sigma G+T=0.9291\,t .
\]

The first skeleton term is \(\Phi_1=U\sum_i\langle n_{i\uparrow}\rangle\langle n_{i\downarrow}\rangle\). The second comes from \(-\tfrac12\int_0^\beta\langle W(\tau)W(0)\rangle d\tau\). Each spin contributes a density correlation \(-G_{ij}(\tau)G_{ji}(-\tau)\), so

\[
\Phi_2=-\frac{U^2}2\sum_{ij}\int_0^\beta G_{ij}(\tau)^2G_{ji}(-\tau)^2\,d\tau .
\]

At \(U=0.1t\), \(\Phi-\Phi_1-\Phi_2\) is 0.88% of \(\Phi_2\) in magnitude; at \(U=0.05t\) it is 0.48%. The near halving is what a third-order remainder would give, and the agreement tests the signs and factors. At \(U=4t\), the two terms add to \(1.3657t-0.4545t=0.9112t\), about 2% below \(\Phi\). They were evaluated with the model's full \(G\), and their closeness does not establish convergence of the series.

## Conditions of use

The derivation used a causal self-energy with discrete poles. A continuous spectrum is reached as a limit if the moments used exist; the stated error orders also need the next even coefficient \(c_6\) to be finite. An approximate \(\Sigma\) may violate causality, and then the eigenvalue bound and the pole-zero interpretation are no longer guaranteed. Checking \(\mathrm{Im}\,\lambda\le-\omega\) at the sampled frequencies can expose such a violation, though passing the check does not prove causality. The full set of values is in the numerical output.

## Calculated quantities

```
Energies in units of t; T per spin unless stated
bias = 1.0 t, U = 4.0 t, mu = 0.5 t, beta = 5.0 /t
Branch test levels: -1.5 t, 0.5 t
closed form at eta=0+: 1.515889 t
eta = 0.100 /t: sum of logs 1.416529 t, log of product -18.596637 t
eta = 0.050 /t: sum of logs 1.464866 t, log of product -38.541714 t
density per spin: site 1 0.348521, site 2 0.468997
Sigma_inf: 1.394084 t, 1.875989 t
S1 diagonal: 3.632865 t^2, 3.984621 t^2
reference levels: 0.102028 t, 2.168044 t
c2 = -7.617487 t^2, c4 = -132.103863 t^4
static reference term: 0.094055966 t
dynamic correction: 0.955617567 t
T, algorithm, N=512: 1.049673533 t
T, poles and zeros: 1.049673533 t
unsubtracted paired sum, N=128: 420.005 t
unsubtracted paired sum, N=512: 2241.366 t
Absolute error of T in t: no tail, c2 tail, c2+c4 tail
N= 16: 1.189e-01  1.665e-03  5.562e-05
N= 32: 6.008e-02  2.136e-04  1.804e-06
N= 64: 3.012e-02  2.688e-05  5.692e-08
N=128: 1.507e-02  3.366e-06  1.783e-09
error ratio N=64 to N=128: 2.00, 7.99, 31.92
bare reference, paired sum: 2.684710 t
half trace of Sigma_inf: 1.635036 t
N from frozen-Sigma derivative: 1.635036
N from thermal average: 1.635036
Grand potential, both spins:
Omega = -1.958319 t, Phi = 0.929093 t
Tr(Sigma G) = 0.788064 t, T = 2.099347 t
first-order Phi = 1.365701 t, second-order Phi = -0.454504 t
U = 0.10 t: Phi - first order = -3.652371e-04 t, second order = -3.684903e-04 t
  relative remainder = 8.828e-03
U = 0.05 t: Phi - first order = -9.023489e-05 t, second order = -9.066947e-05 t
  relative remainder = 4.793e-03
```
